\section*{Absolute deformation potentials for long acoustic waves in cubic insulators, part 2}

A long acoustic wave $u\,\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$, $\mathbf q=q\mathbf n$, with $\mathbf e,\mathbf n$ unit vectors, runs through a cubic insulator with one atom per cell, cell volume $\Omega$ and dielectric constant $\epsilon_\infty$. The displacement gradient is $\eta_{ab}=iqu\,e_an_b$. The wave couples the states at $0$ and $\mathbf q$ of a nondegenerate band extremum $E$ at $\Gamma$ with matrix element $g$. The absolute deformation potential is
\begin{equation}
D(\mathbf e,\mathbf n)\equiv\lim_{q\to0}\frac{g}{iqu}
=D_{\rm bulk}\,(\mathbf e\cdot\mathbf n)+A\,(\mathbf e\cdot\mathbf n)+B\sum_j e_jn_j^3 .
\label{main}
\end{equation}
$D_{\rm bulk}$ is the strain derivative of $E$ in a uniformly strained periodic cell with zero average electrostatic potential. The $A$ and $B$ terms form $D_{\rm mac}$, the macroscopic potential of the wave. Hartree atomic units are used, the electron energy is $V=-\phi$, and results are in eV.

Displacing one atom along $a$ induces the charge $\rho^a$, taken at zero macroscopic field (short circuit), with Fourier transform $\tilde\rho^a$ and first, second and third moments $Z^*$, $Q$, $O$. With interaction kernel $w$, $F_a(\mathbf k)=-w(k)\,\tilde\rho^a(\mathbf k)/\Omega$. With $u_a=ue_a$, plane-wave coefficients $c_{\mathbf k}(\mathbf G)$ and reciprocal vectors $\mathbf K=\mathbf G-\mathbf G'$,
\begin{equation}
g=\sum_{\mathbf G\mathbf G'}c^*_{\mathbf q}(\mathbf G)\,u_aF_a(\mathbf q+\mathbf G-\mathbf G')\,c_0(\mathbf G').
\label{g}
\end{equation}
Uniform strain changes the potential coefficients by
\begin{equation}
\delta V_{\mathbf K}=-i\eta_{ab}\,\partial_bF_a(\mathbf K),\qquad\mathbf K\neq0.
\label{strainV}
\end{equation}
At $\mathbf K=0$ the leading charge is $u_a\tilde\rho^a=\tfrac i6u_aq_bq_cq_dO_{a,bcd}$. With $O_1=O_{x,xxx}$ and $O_2=O_{x,xyy}=O_{x,xzz}$,
\begin{equation}
A=-\frac{2\pi O_2}{\Omega\epsilon_\infty},\qquad B=-\frac{2\pi(O_1-3O_2)}{3\Omega\epsilon_\infty}.
\label{AB}
\end{equation}

A slab of neutral, dipole-free units in a background $\epsilon_\infty$ has, relative to vacuum, the average potential
\begin{equation}
\bar V=+\frac{2\pi M_{zz}}{\Omega\epsilon_\infty},
\label{vbar}
\end{equation}
with $M_{zz}=\int z^2\rho_{\rm unit}\,d^3r$.

The model is a simple cubic lattice of constant $a$. A nearest-neighbour bond of length $d$ carries $-Z(d)$ at its midpoint and $+Z(d)/2$ on each end ion, $Z(d)=Z_0[1-\beta(d-a)/a]$, with $a=5$ bohr, $Z_0=0.5$, $\beta=2$, $\epsilon_\infty=4$. For point charges and a $[100]$ slab strained along its normal,
\begin{equation}
\bar V=\pm\frac{\pi Zd}{2a^2\epsilon_\infty},\qquad
\frac{d\bar V}{d\eta}=\pm\frac{\pi Z_0(1-\beta)}{2a\epsilon_\infty},
\label{slab}
\end{equation}
the upper sign for bond-centred units, the lower for ion-centred ones.

\section{What the bulk cell gives and what it lacks}

\emph{Differences.} $D_{\rm mac}$ multiplies the norm of the state and is the same for all levels, so it cancels from every difference. It also cancels against the potential at the moving ion, $\sum_{\mathbf K}u_aF_a(\mathbf q+\mathbf K)$: the order-$q^0$ sum $-i\sum\mathbf K\cdot\mathbf u\,V(\mathbf K)$ is odd in $\mathbf K$ and vanishes, the order-$q$ terms are the bulk strain derivative by (\ref{strainV}), and the $\mathbf K=0$ term is again $D_{\rm mac}$.

\emph{Rigid units.} If $\rho^a=-\partial_a\rho_{\rm unit}$ for a cubic neutral unit with $M_{ab}=M\delta_{ab}$, then $\tilde\rho_{\rm unit}\simeq-q^2M/2$, $\tilde\rho^a=-iq_a\tilde\rho_{\rm unit}=iq_aq^2M/2$, and $D_{\rm mac}=-2\pi M(\mathbf e\cdot\mathbf n)/(\Omega\epsilon_\infty)$. By (\ref{vbar}) this is $-\bar V\,(\mathbf e\cdot\mathbf n)$, the derivative of an average that scales as $1/\Omega$. Here $B=0$ and a bulk calculation with the reference (\ref{vbar}) is right, provided the unit used is the one that moves rigidly. The factor $1/\epsilon_\infty$ belongs to units in a screening background, as in the model, or to a short-circuit response that is rigid. If the units make up the whole self-consistent charge and it is the screened response that is rigid, no further screening acts, and $D_{\rm mac}=-2\pi M(\mathbf e\cdot\mathbf n)/\Omega$ whatever the dielectric constant. Either way one must know which unit moves rigidly. That knowledge is information about $\rho^a$.

\emph{Same strain, different shift.} The waves $(\mathbf e,\mathbf n)$ and $(\mathbf n,\mathbf e)$ have the same symmetric strain and differ by a local rotation, which leaves a bulk eigenvalue unchanged. Take $\mathbf n=(2,1,0)/\sqrt5$ and $\mathbf e=(1,-2,0)/\sqrt5$. Then $\mathbf e\cdot\mathbf n=0$, $\sum e_jn_j^3=(8-2)/25$, and for the exchanged pair $\sum n_je_j^3=(2-8)/25$. The band edge shifts by $D=\pm6B/25$, while any bulk prescription returns one value for both.

\emph{Hydrostatic strain.} Three longitudinal waves along an orthonormal triad add to $\eta\sum\mathbf n\mathbf n^T=\eta\mathbf 1$ where their phases coincide. With $\sum_jn_j^4=1$ for $[100]$ and $1/2$ for $[110]$, the cube axes give $3(D_{\rm bulk}+A)+3B$, and $[110],[1\bar10],[001]$ give $3(D_{\rm bulk}+A)+2B$. An absolute hydrostatic value needs a further definition. One is the angular average of the longitudinal $D$, which is $D_{\rm bulk}+A+3B/5$ because $\langle n_x^4\rangle=\frac12\int_{-1}^1c^4dc=1/5$.

\section{Routes that need no energy zero}

A displacement $\mathbf e\,u(x)$ with $x=\mathbf n\cdot\mathbf r$ is a superposition of waves. Each contributes $iqu(q)D_{\rm mac}$, so to linear order the macroscopic potential is $D_{\rm mac}u'(x)$; higher powers of $q$ are higher gradients, confined to regions where the strain varies. In a superlattice of layers with $u'=\pm\eta$ the macroscopically averaged potentials of the layer interiors differ by $2\eta D_{\rm mac}$, and the two layers share one energy zero.

A frozen phonon gives the full $D$ from eigenvalues. Let $u=u_0\sin qX$ be longitudinal along $x$ in a supercell of $N$ cells, $q=2\pi/(Na)$, with strain amplitude $\eta=qu_0$. The states at $k=\pm q/2$ are degenerate and fold onto one point. Let $D(q)$ denote $g/(iqu)$ at finite $q$ for the transition from $-q/2$ to $+q/2$; it tends to $D$ as $q\to0$. The component $e^{iqX}$ has amplitude $u_0/(2i)$ and couples them with $g=iq\,(u_0/2i)D(q)=\eta D(q)/2$. The even and odd combinations lie at $\pm g$, so
\begin{equation}
E_{\rm even}-E_{\rm odd}=\eta\,D(q).
\label{split}
\end{equation}
Inversion maps $(q,u)$ to $(-q,-u)$ and leaves $g$ unchanged, so $D(q)$ is even and $D(q)-D=O(q^2)$.

\section{Worked example}

The charges of the model are now Gaussians with form factors $f_{i,b}=e^{-k^2\sigma_{i,b}^2/2}$, $\sigma_i=0.8$ and $\sigma_b=1$ bohr, $\Delta=\sigma_b^2-\sigma_i^2=0.36$ bohr$^2$. The kernel is $w=4\pi/[k^2\epsilon(k)]$ with $\epsilon(k)=1+(\epsilon_\infty-1)e^{-k^2s^2}$, $s=1$ bohr. The screening is prescribed, so the factor $1/\epsilon_\infty$ is built into the model. One test electron occupies the lowest band.

Displace the central atom by $\mathbf u$. Its ion, of charge $3Z_0$, contributes $-3iZ_0\,\mathbf k\cdot\mathbf u\,f_i$. The bond charges $-Z_0$ at $\pm a/2$ on axis $j$ move by $\mathbf u/2$ and contribute $+iZ_0\,\mathbf k\cdot\mathbf u\cos(k_ja/2)f_b$. The bond on the $+j$ side shortens by $u_j$ and gains $\delta Z=\beta Z_0u_j/a$, and the opposite bond loses the same, so the central ion keeps its charge. The neighbours at $\pm a$ gain $\pm\delta Z/2$, giving $-i\,\delta Z\sin(k_ja)f_i$, and the midpoints gain $\mp\delta Z$, giving $+2i\,\delta Z\sin(k_ja/2)f_b$. Thus
\begin{align}
u_a\tilde\rho^a=-iZ_0\Big\{&\mathbf k\cdot\mathbf u\sum_j\big[f_i-f_b\cos\tfrac{k_ja}2\big]\nonumber\\
&+\frac\beta a\sum_ju_j\big[f_i\sin k_ja-2f_b\sin\tfrac{k_ja}2\big]\Big\}.
\end{align}
At $\mathbf k=\mathbf q$, with $\theta_j=q_ja$, the first bracket is $q^2\Delta/2+\theta_j^2/8$, which sums to $q^2(3\Delta/2+a^2/8)$. In the second the linear terms cancel, the sines leave $-\theta_j^3/6+\theta_j^3/24=-\theta_j^3/8$, and the form factors leave $\theta_jq^2\Delta/2$. Therefore
\begin{equation}
u_a\tilde\rho^a=-iq^3uZ_0\Big\{(\mathbf e\cdot\mathbf n)\,c-\frac{\beta a^2}{8}\sum_je_jn_j^3\Big\},\qquad c=\frac{a^2}{8}+\frac{(3+\beta)\Delta}{2}.
\end{equation}
Equating this to $(i/6)q^3u\,[3O_2\,\mathbf e\cdot\mathbf n+(O_1-3O_2)\sum e_jn_j^3]$ gives $O_2=-2Z_0c$ and $O_1-3O_2=6Z_0\beta a^2/8$. With $c=3.125+0.900=4.025$ bohr$^2$, $O_2=-4.025$ and $O_1=18.75-12.075=6.675$ $e\,$bohr$^2$. From (\ref{AB}), $A=\kappa c$ and $B=-\kappa\beta a^2/8$ with $\kappa=4\pi Z_0/(\Omega\epsilon_\infty)=0.34195$ eV/bohr$^2$ for $\Omega=125$ bohr$^3$:
\begin{equation}
A=0.34195\times4.025=1.376\ {\rm eV},\qquad B=-0.34195\times6.25=-2.137\ {\rm eV}.
\end{equation}
$B$ is proportional to $\beta$: in this model the anisotropy comes from charge flowing with bond length. At $\beta=0$ the half bond charges can be attached rigidly to their ions, $M=-Z_0(a^2/4+3\Delta)$, and the rigid-unit formula returns $A=\kappa(a^2/8+3\Delta/2)$.

Diagonalizing $H$ in 257 plane waves puts the lowest level at $\Gamma$ at $-0.278$ eV for $V_{\mathbf K=0}=0$, with the next level $19.4$ eV higher. Central differences of this level in strained cells give $D_{\rm bulk}=0.293$ eV per unit ${\rm tr}\,\eta$ for each longitudinal strain and zero for the shear. The longitudinal $D_{\rm mac}=A+B\sum n_j^4$ uses $\sum n_j^4=1,\frac12,\frac13,\frac{17}{25}$; for $[111]$, $1.376-2.137/3=0.664$ eV, and for the transverse pair $6B/25=-0.513$ eV. The last column below is (\ref{g}) evaluated directly at two small $q$ and extrapolated to $q=0$ by removing the $q^2$ term. All entries are in eV.
\begin{center}
\begin{tabular}{llrrr}
$\mathbf e$ & $\mathbf n$ & bulk & $D_{\rm mac}$ & $D$ from $g$\\
$[100]$ & $[100]$ & 0.293 & $-0.761$ & $-0.468$\\
$[110]$ & $[110]$ & 0.293 & 0.308 & 0.601\\
$[111]$ & $[111]$ & 0.293 & 0.664 & 0.957\\
$[210]$ & $[210]$ & 0.293 & $-0.077$ & 0.216\\
$[1\bar20]$ & $[210]$ & 0 & $-0.513$ & $-0.513$\\
$[210]$ & $[1\bar20]$ & 0 & 0.513 & 0.513
\end{tabular}
\end{center}
The bulk cell returns $0.293$ eV four times while $D$ runs from $-0.468$ to $0.957$ eV, and it returns zero for two waves that shift the band edge by $\mp0.513$ eV. Building the $\pm\eta$ superlattices at finite strain with exact bond lengths, solving for the planar-averaged potential by Fourier series, smoothing it with a wide Gaussian and dividing the plateau step by $2\eta$ gives the $D_{\rm mac}$ column again to the digits shown. The difference between the band edge and the ion-site potential has the derivative $-5.809$ eV in the bulk cell and in all four longitudinal waves, and zero in the transverse ones. For hydrostatic strain the bulk cell gives $0.878$ eV per unit linear strain, the cube triad $3\times(-0.468)=-1.404$ eV, and the $[110]$ triad $0.733$ eV; the two triads differ by $B$. The angular averages are $1.376-0.6\times2.137=0.094$ eV for $D_{\rm mac}$ and $0.387$ eV for $D$. With $\beta=0$ the matrix element gives $1.135$ eV along both $[100]$ and $[111]$.

A change of reference moves weight between the terms. Set to zero the average potential of the same charges shrunk to points. A Gaussian of charge $Q$ adds $Q\sigma^2$ to $M_{zz}$, so by (\ref{vbar}) the cell now has $V_{\mathbf K=0}=-2\pi\Delta\sum_jZ_j/(\Omega\epsilon_\infty)$. Under strain $\delta d_j=a\eta_{jj}$, $\delta\sum Z_j=-\beta Z_0{\rm tr}\,\eta$ and $\delta\Omega=\Omega\,{\rm tr}\,\eta$, hence $\delta(\sum Z_j/\Omega)=-(3+\beta)Z_0\,{\rm tr}\,\eta/\Omega$. $D_{\rm bulk}$ rises by $\kappa(3+\beta)\Delta/2$, exactly the term that $A$ loses when $\Delta\to0$ in the octupole. The bulk value becomes $0.601$ eV, the macroscopic terms become $-1.069$ eV along $[100]$ and $0.356$ eV along $[111]$, and the sums remain $-0.468$ and $0.957$ eV. A doubling of the bulk value has changed nothing physical. The $[100]$ term equals the bond-centred slab derivative in (\ref{slab}); the ion-centred slab has the opposite sign. The new bulk value coincides with $D$ along $[110]$ because the point-charge term there is $\kappa(a^2/8)(1-\beta/2)$, which vanishes only at $\beta=2$.

Frozen-phonon supercells with 123 plane waves per cell and $\eta=2\times10^{-4}$, diagonalized directly, give splittings of $-0.0857$ meV for $N=8$ and $-0.0901$ meV for $N=12$. By (\ref{split}), $D(q)=-0.429$ and $-0.451$ eV. The even state has its weight on the stretched region and lies lower, which fixes the negative sign. Relative to the limit $-0.468$ eV in the same basis the values are higher by $0.039$ and $0.017$ eV, a ratio close to the $(12/8)^2=2.25$ of a $q^2$ correction. An eigenvalue difference thus gives a negative $[100]$ deformation potential where the bulk cell, in either reference, gives a positive number.

\section{Where the form of the result changes}

Without inversion symmetry the sum of the quadrupoles $Q$ over the cell can survive. It gives a potential of order $q^2u/q^2$, so $g/(iqu)$ diverges as $1/q$ for the waves with $Q_{a,bc}e_an_bn_c\neq0$; this is the clamped-ion piezoelectric term. In a polar crystal such as zinc blende an internal displacement of order $qu$ times the dipole $qZ^*$ gives a second charge of order $q^2u$, present even when $Q=0$. Both terms must be separated before $D$ is defined. With several atoms per cell, (\ref{main}) holds for the moments summed over atoms that follow the wave uniformly in the classes $O_h$, $T_d$ and $O$. In $T$ and $T_h$, as in the pyrite structure, $O_{x,xyy}\neq O_{x,xzz}$ is allowed, and a third term proportional to $\sum_{\rm cyc}e_xn_x(n_y^2-n_z^2)$ appears, which vanishes for longitudinal waves. In a crystal with an inversion centre, relative motion of the sublattices adds terms of the same order: an internal displacement of order $qu$ times a quadrupole $q^2Q$, as in the diamond structure, or one of order $q^2u$ times a dipole $qZ^*$, as in rock salt. With free carriers, in the Thomas--Fermi regime, the kernel becomes $4\pi/[\epsilon_\infty(q^2+k_s^2)]$ with screening wavevector $k_s$. The carriers respond to the whole shift of the band they occupy, so changing the kernel in $D_{\rm mac}$ alone is not enough: it would leave $D_{\rm bulk}$, which depends on the convention. For $q\ll k_s$ the kernel is finite, the carriers keep the crystal locally neutral with a uniform Fermi level, and the relevant quantity is the shift of $E$ relative to the Fermi level, a difference that the bulk cell supplies. For degenerate or off-centre extrema $D_{\rm bulk}\delta_{ab}$ becomes a matrix or a general tensor; its shear parts are level differences, and the macroscopic term still adds as a multiple of the identity.
